# Nudged Elastic Band: Spring Independence and Convergence to the Minimum Energy Path, part 2

A nudged elastic band approximates a minimum energy path (MEP) of a potential energy $V$ by images $R_0,\dots,R_N$, whose fixed ends are strict minima. How far from the MEP do the images of a converged band lie at finite spacing?

The unit tangent $\tau_i$ at image $i$ is estimated centrally, along $R_{i+1}-R_{i-1}$, unless stated otherwise. For every spring constant $k>0$, a converged band has equal spacings $h$ and satisfies $(1-\tau_i\tau_i^T)\nabla V(R_i)=0$. Theorem 2, on the limit $h\to0$, assumes that the angle between consecutive segments is at most $Kh$, with $K$ independent of $N$ (the turning bound, or smoothness condition).

The MEP is $\varphi(s)$, with arc length $s$ and unit tangent $t=d\varphi/ds$. A prime on functions of $s$ means $d/ds$. On the MEP
$$\nabla V(\varphi(s))=g(s)\,t(s),\qquad g=\frac{dV}{ds}.\tag{6}$$
$H$ is the matrix of second derivatives of $V$. By Lemma 1, the path is a line of steepest descent where $g\ne0$, with descent parameter $\zeta$ defined by $ds/d\zeta=-g$. At the saddle, $s=0$, $Ht=\lambda t$ with $\lambda=\lim_{\delta\to0} g(\delta)/\delta$; for a first-order saddle $\lambda<0$.

The example, with $x$ and $y$ in Å, is
$$V=A(x^2-1)^2+\tfrac12C\,[y-f(x)]^2,\qquad f(x)=B(1-x^2)(1+ax),$$
with $A=1$ eV, $C=20$ eV/Å$^2$, $B=0.5$ Å and $a=0.3$. Its minima are $(\pm1,0)$ Å. Its saddle is at $(0,0.5)$ Å, 1 eV above them, with eigenvalues $-3.93$ and $20.38$ eV/Å$^2$ of $H$. The valley floor is $y=f(x)$. The "plain band" in the computed values omits the projections and minimizes $\sum_{i=1}^{N-1}V(R_i)+\frac k2\sum_{i=0}^{N-1}|R_{i+1}-R_i|^2$.

**Setting for the rate.** The error at finite $h$ is now derived in two dimensions, to leading order in $h$. Let $n$ be $t$ turned by $+90^\circ$. The curvature $\kappa$ is defined by $t'=\kappa n$, and then $n'=-\kappa t$, because $n$ stays perpendicular to $t$. Differentiating $\varphi'=t$ twice gives
$$\varphi''=\kappa n,\qquad \varphi'''=\kappa'n-\kappa^2t .$$
Write each image as a foot point on the MEP plus an offset,
$$R_i=\varphi(s_i)+u_i\,n(s_i).$$
The assumption is that $V$ and $\varphi$ are smooth enough for the expansions below, and that the offsets are values of a smooth function, $u_i=u(s_i)$ with $u=h^2w(s)$ plus terms of order $h^4$. Smoothness is a real condition near a minimum. For $V=\frac12(\mu x^2+cy^2)$ the lines of steepest descent are $|y|\propto|x|^{c/\mu}$, which have only a limited number of derivatives at the origin unless $c/\mu$ is suitable.

**Lemma 2 (foot points are evenly spaced to high order).** Let $\Delta_+=s_{i+1}-s_i$ and $\Delta_-=s_i-s_{i-1}$. Then $\Delta_\pm=h+O(h^3)$ and $\Delta_+-\Delta_-=O(h^4)$.

*Proof.* Expand $R_{i+1}-R_i$ about $s_i$, with $\Delta=\Delta_+$. The derivative of $un$ is $u'n-\kappa u\,t$, so
$$R_{i+1}-R_i=\Big(\Delta-\tfrac16\kappa^2\Delta^3-\kappa u\Delta\Big)t+\Big(\tfrac12\kappa\Delta^2+O(h^3)\Big)n+O(h^4).$$
The length of a vector with a small normal component is its tangential component plus the square of the normal component divided by twice the tangential one. The square contributes $\frac14\kappa^2\Delta^4/(2\Delta)=\frac18\kappa^2\Delta^3$. As $-\frac16+\frac18=-\frac1{24}$,
$$h=\Delta\Big(1-\tfrac1{24}\kappa^2\Delta^2-\kappa u\Big)+O(h^4),\qquad \Delta=h\Big(1+\tfrac1{24}\kappa^2h^2+\kappa u\Big)+O(h^4).$$
The backward segment gives the same expression with the same $\kappa$ and $u$, taken at $s_i$. The correction in the bracket is of order $h^2$, and the difference of the two $\Delta$ is of order $h^4$. $\square$

**Proposition 1 (offset with the central tangent).** Under the stated assumptions the offset from the MEP is $u=h^2w(s)$ to leading order, where
$$c\,w-g\,w'=\tfrac16\,g\,\kappa',\qquad c=n\cdot Hn.\tag{7}$$

*Proof.* First find the direction of the tangent. The normal component of $R_{i+1}-R_{i-1}$ is
$$\tfrac12\kappa(\Delta_+^2-\Delta_-^2)+\tfrac16\kappa'(\Delta_+^3+\Delta_-^3)+u'(\Delta_++\Delta_-)+O(h^5).$$
In the first term $\Delta_+^2-\Delta_-^2=(\Delta_+-\Delta_-)(\Delta_++\Delta_-)=O(h^5)$ by Lemma 2. The second is $\frac13\kappa'h^3$ and the third is $2hu'$, both up to $O(h^5)$. The tangential component is $2h+O(h^3)$. The ratio is
$$\frac{n\cdot\tau_i}{t\cdot\tau_i}=u'+\tfrac16\kappa'h^2+O(h^4).\tag{8}$$

Next find the direction of the gradient. By (6), $\nabla V(R_i)=g\,t+u\,Hn+O(u^2)$, so
$$n\cdot\nabla V=cu+O(h^4),\qquad t\cdot\nabla V=g+O(h^2).$$

In a converged band the gradient has no component perpendicular to $\tau_i$. In two dimensions this means
$$(n\cdot\nabla V)(t\cdot\tau_i)=(t\cdot\nabla V)(n\cdot\tau_i).$$
Dividing by $t\cdot\tau_i$ and inserting (8),
$$cu=g\Big(u'+\tfrac16\kappa'h^2\Big)+O(h^4).$$
With $u=h^2w$, division by $h^2$ gives (7). $\square$

**Which solution of (7) applies.** Equation (7) is of first order, and its constant of integration is fixed at the saddle. Near the saddle, at $s=0$, $g\approx\lambda s$ with $\lambda<0$. Without the right-hand side, $\lambda s\,w'=cw$ has the solutions $w\propto|s|^{c/\lambda}=|s|^{-c/|\lambda|}$, which diverge at $s=0$. A bounded offset contains none of this, so the solution is unique on each side. Setting $g=0$ in (7) with finite $w'$ gives $w=0$ at the saddle.

Away from the saddle use the descent parameter of Lemma 1, $ds/d\zeta=-g$. Then $dw/d\zeta=-g\,w'$, and (7) becomes
$$\frac{dw}{d\zeta}=-c\,w+\tfrac16g\kappa' .\tag{9}$$
Going downhill on either side, $w$ relaxes at the rate $c$ towards $g\kappa'/(6c)$. When $c$ is large compared with the rate at which $g\kappa'/c$ varies during the descent, the offset is approximately
$$u\approx\frac{g\,\kappa'\,h^2}{6c}.$$
By this estimate the error is large where the slope is steep, the curvature of the path changes quickly and the valley is soft. The estimate is rough: in the example it agrees with the solution of (7) at the largest offset, but elsewhere departs from it by up to about 40 % of that offset. It vanishes to this order on a path that is straight or circular throughout. On a stretch with $\kappa'=0$ within a longer path only the source in (9) vanishes, and an offset carried down from higher up decays at the rate $c$. A constant curvature does no harm because the chord between two neighbours at equal distances is parallel to the tangent of the circle at the middle image.

**Proposition 2 (offset with the upwind tangent).** The upwind estimate takes $\tau_i$ along the segment to the neighbour of higher energy, and mixes the two segments at an image that is higher or lower than both neighbours. On the slopes, with $u=h\,v(s)$ to leading order and $v$ smooth,
$$c\,v-g\,v'=\tfrac12|g|\kappa .\tag{10}$$

*Proof.* Where $g>0$, the higher neighbour is $R_{i+1}$. The segment $R_{i+1}-R_i$ has normal component $\frac12\kappa h^2+hu'$ and tangential component $h$, to leading order, so $n\cdot\tau_i/t\cdot\tau_i=u'+\frac12\kappa h$. Where $g<0$, the segment is $R_i-R_{i-1}$. Expanding backwards, $\varphi(s)-\varphi(s-h)=ht-\frac12\kappa h^2n+\dots$, and the ratio is $u'-\frac12\kappa h$. The condition $cu=g\,(n\cdot\tau_i/t\cdot\tau_i)$ gives $cu-gu'=\pm\frac12g\kappa h$, with the upper sign for $g>0$. In both cases the right-hand side is $\frac12|g|\kappa h$. Division by $h$ gives (10). $\square$

At the image nearest the saddle, where the segments are mixed, $g$ is itself of order $h$ and the source term is of order $h^2$. For a stiff valley (10) gives $u\approx|g|\kappa h/(2c)$, towards the centre of curvature. The error is now of first order and is present at constant curvature.

**Check on a circular valley.** Both propositions can be compared with an exact solution. In polar coordinates $(r,\theta)$, on an arc, take
$$V=\tfrac12c(r-r_0)^2+G\theta,\qquad G>0 .$$
The gradient has the radial component $c(r-r_0)$ and the angular component $G/r$, so the circle $r=r_0$ satisfies (6). Place images at equal angles $\alpha$ on a circle of radius $r$. The central tangent points in the angular direction, and the perpendicular condition gives $r=r_0$ with no error, as (7) does with $\kappa'=0$. The upwind tangent points to the next image. That chord is turned inwards from the angular direction by $\alpha/2$, so parallelism requires
$$\frac{c(r-r_0)}{G/r}=-\tan\frac\alpha2 .$$
For small $\alpha$ the inward offset is $G\alpha/(2r_0c)$. With $g=G/r_0$, $\kappa=1/r_0$ and $h=r_0\alpha$, the estimate $g\kappa h/(2c)$ is $G\alpha/(2r_0c)$, the same.

**Why smoothness had to be assumed.** The central tangent at image $i$ does not involve $R_i$ itself, and the difference equation for the offsets then admits a second kind of solution. Take a straight valley with constant slope, $V=gx+\frac12cy^2$, $g>0$, and small offsets $u_i$ at spacing $h$. To first order in the offsets the converged band satisfies
$$c\,u_i=g\,\frac{u_{i+1}-u_{i-1}}{2h}.$$
Inserting $u_i\propto q^i$ gives $q-1/q=2ch/g$. With $\sinh\beta=ch/g$ the two roots are $q=e^{\beta}$ and $q=-e^{-\beta}$. The first is the smooth solution. The second changes sign from image to image: it is a zigzag. Going uphill its size falls by the factor $e^{-\beta}$ per image, which is close to one for small $h$; over a fixed length $\ell$ it falls by about $e^{-c\ell/g}$, which does not depend on $h$ when $h$ is small. With the offsets at both ends held at zero this model has only the solution $u_i=0$, because the two roots differ in magnitude, so a zigzag appears only where an end condition or a source term feeds it. In a zigzag the direction of consecutive segments changes by about $4|u_i|/h$, and the turning bound of Theorem 2 forces $|u_i|$ below about $Kh^2/4$.

For the upwind tangent the corresponding equation is $cu_i=g(u_{i+1}-u_i)/h$, or
$$u_i=\frac{u_{i+1}}{1+ch/g}.$$
It has one solution, without alternation, and a disturbance shrinks from each image to the next one downhill. In this linear model the upwind tangent has no zigzag solution, and Proposition 2 gives the price, a lower order of accuracy.

**Numbers for the example.** The band was refined from 16 to 128 segments with both tangents, and its largest distance from the independently computed MEP was recorded.

| $N$ | $h$ (Å) | central (Å) | upwind (Å) |
|---|---|---|---|
| 16 | 0.146 | $3.42\times10^{-4}$ | $4.69\times10^{-3}$ |
| 32 | 0.0728 | $8.29\times10^{-5}$ | $2.48\times10^{-3}$ |
| 64 | 0.0364 | $2.06\times10^{-5}$ | $1.27\times10^{-3}$ |
| 128 | 0.0182 | $5.13\times10^{-6}$ | $6.44\times10^{-4}$ |

In the last refinement the central error falls by $20.6/5.13=4.0$ and the upwind error by $12.7/6.44=2.0$. The observed orders in $h$ are 2.00 and 0.98. The largest turning angle divided by $h$ for the central bands goes from 1.34 to 1.37 Å$^{-1}$, close to the largest curvature of the MEP, 1.37 Å$^{-1}$. It stays bounded, so these chains satisfy the smoothness condition over the range computed.

The profile of the error was compared with (7), integrated downhill from the saddle. At $N=128$ the largest predicted offset is at $s=0.466$ Å, where $w=0.015476$ Å$^{-1}$; the band gives $u/h^2=0.015485$ Å$^{-1}$. Multiplying by $h^2=(0.01821)^2=3.316\times10^{-4}$ Å$^2$ returns $5.13\times10^{-6}$ Å, the last central entry of the table. Over the images compared, the mismatch is at most 0.25 % of the largest predicted value.

All these bands are converged, with forces below $10^{-9}$ eV/Å. Yet for the central bands the force normal to the true MEP, $n\cdot\nabla V\approx cu$, reaches a magnitude of $8.4\times10^{-3}$ eV/Å at $N=16$ and $1.5\times10^{-4}$ eV/Å at $N=128$. These maxima lie near $s=0.8$ Å, where $c\approx35$ eV/Å$^2$, and not at the image of largest offset, where $c\approx23$ eV/Å$^2$. A small band force certifies that the discrete equations are solved. How far the images are from the MEP has to be judged by refining the spacing.

**The energy of the highest image.** The offset has little effect on the energy. Since $\nabla V$ has no component along $n$ on the MEP, $V(R_i)-V(\varphi(s_i))=\frac12cu_i^2$ to leading order, which is of order $h^4$ for the central tangent. The barrier suffers more from the fact that the saddle generally lies between two images. An image at distance $\delta$ from the saddle along the path has an energy lower by $\frac12|\lambda|\delta^2$, and the nearest image has $\delta\le h/2$ up to higher orders.

In the example the highest image of the central band has 0.99836, 0.99833, 0.99990 and 0.99990 eV for the four values of $N$, against the true 1 eV. The approach is not steady, and the formula shows why. At $N=32$ the deficit of 0.00167 eV corresponds to
$$\delta=\sqrt{2(0.00167)/3.93}=0.029\ \text{Å}.$$
Doubling $N$ nearly preserves the old image positions and adds new ones halfway between them. The new image at $N=64$ lies one spacing further on, across the saddle, at $0.0364-0.0292=0.007$ Å. Its deficit is $\frac12(3.93)(0.007)^2=1.0\times10^{-4}$ eV, as computed. At $N=128$ the next new image is at $0.0182-0.0072=0.011$ Å, further away than the existing one, so the highest energy does not change. The barrier read from the highest image thus depends on where the images happen to fall, while the path itself converges at the rate given by (7).

## Computed values

```
A = 1.0 eV, C = 20.0 eV/A^2, B = 0.5 A, a = 0.3 (x in A)
Saddle at (0.000, 0.500) A, barrier 1.000000 eV
Saddle Hessian eigenvalues: -3.9262, 20.3762 eV/A^2
MEP length: 2.330828 A
Largest distance of valley floor y=f(x) from MEP (in y): 0.0347 A
Smallest normal curvature on MEP: 19.992 eV/A^2
Largest path curvature of MEP: 1.3676 1/A
NEB, 16 segments, straight start; initial max perpendicular force 10.213 eV/A
 k=   5 eV/A^2: 19248 steps, image 5 at (-0.3932411, 0.3954760) A, spacing 0.1455975 A
 k=  20 eV/A^2: 5174 steps, image 5 at (-0.3932411, 0.3954760) A, spacing 0.1455975 A
 k=  50 eV/A^2: 2166 steps, image 5 at (-0.3932411, 0.3954760) A, spacing 0.1455975 A
Largest coordinate difference between k values: 3.9e-10 A
Plain band k=  5 eV/A^2: max perp. force 1.1176 eV/A, max offset 0.05994 A, spacing 0.0030 to 0.6889 A
Plain band k= 50 eV/A^2: max perp. force 1.5960 eV/A, max offset 0.07874 A, spacing 0.0822 to 0.2210 A
Plain band, largest coordinate change between k: 0.5023 A
Refinement (central tangent): N, h/A, max offset/A, max force normal to MEP/(eV/A), max turning/h in 1/A, top image/eV
   16 0.145597 3.4177e-04 8.4152e-03 1.3368 0.998356
   32 0.072828 8.2885e-05 2.2931e-03 1.3606 0.998331
   64 0.036418 2.0573e-05 6.0579e-04 1.3651 0.999897
  128 0.018209 5.1345e-06 1.5207e-04 1.3669 0.999897
Refinement (upwind tangent): N, h/A, max offset/A
   16 0.145350 4.6919e-03
   32 0.072765 2.4845e-03
   64 0.036402 1.2706e-03
  128 0.018205 6.4423e-04
Observed order in h, last two grids: central 2.002, upwind 0.980
Error profile at N=128, largest at s = 0.4662 A from saddle:
 u/h^2 measured 0.015485, predicted 0.015476 1/A
 worst mismatch over images / largest predicted value: 0.0025
```
